Optical Sum Rule and Kohn's Drude Weight for a Single Band, part 2

How much of the optical weight of a single-band lattice model sits at zero frequency? On a closed ring, the curvature of the ground energy E₀(φ) gives the answer. The algebra uses atomic units, with bare electron mass m and electron charge −1.

The ring has L sites, spacing a, cross-section s and volume V = Las, with N_σ electrons of spin σ. F moves an electron one site forward, and n_j is the density on site j. The Hamiltonian is H = T + H_int, with T = −t(F + F†) and H_int = U Σ_j n_{j↑}n_{j↓}. A field E = −dA/dt gives each bond the phase φ = −aA, and the ring the twist θ = Lφ:

H(φ) = −t(e^{iφ}F + e^{−iφ}F†) + H_int.   (1)

At φ = 0, W = ∂H/∂φ = −it(F − F†). The current density is j = (a/V)⟨∂H/∂φ⟩. Excited states |n⟩ lie ω_n above the ground state |0⟩, and b_n = 2|W_n0|²/ω_n with W_n0 = ⟨n|W|0⟩. After a field pulse that leaves the phase φ₀, the response per unit phase is

R(t) = ⟨∂H/∂φ⟩/φ₀ = B + Σ_n b_n cos ω_n t.   (4)

The real conductivity σ₁ contains the Drude term Dδ(ω) and obeys the sum rule

∫₀^∞ σ₁ dω = (πa²/2V)⟨−T⟩.   (8)

With hops over d sites, ⟨−T⟩ here becomes Σ_d d²⟨−T_d⟩.

The ground state to first order in φ is |0⟩ + φ|u⟩, and φ²e₂ is the second-order energy. With e₁ = ⟨0|W|0⟩ = 0,

(H − E₀)|u⟩ + (W − e₁)|0⟩ = 0

e₂ = ½⟨−T⟩ + Σ_n W_0n⟨n|u⟩ = ½⟨−T⟩ − Σ_n |W_n0|²/ω_n.

E₀″ = ∂²E₀/∂φ² = ⟨−T⟩ − Σ_n b_n = B.   (9)

D = (πa²/V) ∂²E₀/∂φ² = (π/V) ∂²E₀/∂A².   (10)

The examples use t = 0.4 eV, U = 3.2 eV, a = 4 Å and s = 36 Å²; the six-site ring is half filled. The effective number of electrons per site is a²⟨−T⟩/V times the volume per site.

### Why a curvature measures free acceleration

A state with energy E₀(φ) carries the current (a/V)E₀′(φ), because the derivative of an eigenvalue is the expectation value of ∂H/∂φ. For small φ this is (a/V)E₀″φ. A constant field makes the phase grow as φ = aEt, so the current grows as

dj/dt = (a²/V)E₀″E = (D/π)E.

This is the law of free acceleration, with D/π in the place of n/m. It holds while φ remains in the linear range and the field is both weak and switched on slowly compared with the periods 2π/ω_n, so that the system follows its ground level. Weakness alone is not enough. A constant field switched on suddenly is a sum of pulses, so dj/dt = (a²/V)E R(t), which oscillates about (D/π)E with a relative amplitude that does not depend on E. In the six-site ring R(t) swings between about 1.57 eV and −0.95 eV around E₀″ = 0.23 eV, and the law then holds only as a time average. Assume slow switching in what follows. Under these conditions the current does not decay, because the system follows a level that carries a current at each fixed φ. The model contains no phonons or impurities that could take it out of this level.

The pulse gives the same reading. At t = 0⁺ the response is ⟨−T⟩, and its average over a long time is B = E₀″, because the cosines average to zero. In the six-site ring, a real-time calculation with φ₀ = 0.001 gave an initial response of 1.5703 eV and a long-time average of 0.2318 eV. The average was taken over 200 ħ/eV with a smooth sin² window that suppresses the leftover oscillation; a plain average over the same time gives 0.2306 eV and converges more slowly. The first equals ⟨−T⟩ and the second equals the curvature computed from ground energies. For times up to 10 ħ/eV, the full formula for R(t) differed from the simulated current by at most 4 × 10⁻⁵ eV. The difference grows with time, to about 5 × 10⁻⁴ eV by 200 ħ/eV, since the formula is of first order in φ₀. This tests the response formula itself, since the simulation does not use it.

### Two ways to compute the curvature

The first way is a finite difference. The matrices H(φ) and H(−φ) are complex conjugates and have the same spectrum, so E₀(φ) is even. With a step h,

E₀(h) = E₀ + ½E₀″h² + gh⁴ + O(h⁶)

E₀(2h) = E₀ + 2E₀″h² + 16gh⁴ + O(h⁶).

Sixteen times the first minus the second removes the unknown g:

16E₀(h) − E₀(2h) = 15E₀ + 6E₀″h² + O(h⁶)

E₀″ = [16E₀(h) − E₀(2h) − 15E₀]/(6h²) + O(h⁴).   (11)

If each of the three energies has an error of size up to δ, the error of the curvature is at most 32δ/(6h²). For h = 0.01 this is about 5 × 10⁴ δ. Energies converged to 10⁻⁶ eV could thus spoil the curvature by 0.05 eV, so the eigenvalue solver needs a much tighter threshold than one would set for the energy itself. A larger h reduces this error but increases the truncation error. Since the energy of a ring depends on θ = Lφ, as shown below, Lh should remain small compared with one.

The second way avoids differences. The first-order equation above says that |u⟩ solves

(H − E₀)|u⟩ = −W|0⟩, with ⟨0|u⟩ = 0.

From e₂ = ½⟨−T⟩ + ⟨0|W|u⟩ one obtains

E₀″ = ⟨−T⟩ + 2⟨0|W|u⟩.

The last term is negative or zero. One linear system replaces the sum over excited states. It must be solved in the space orthogonal to |0⟩, where H − E₀ can be inverted.

### Why the ring must be closed

Number the sites from 0 to L − 1 and apply the transformation exp(−iφ Σ_j j n_j). A forward hop inside the chain raises Σ_j j n_j by one, so it acquires e^{−iφ}, which cancels the Peierls phase. The hop that closes the ring, from site L − 1 to site 0, lowers the sum by L − 1 and acquires e^{i(L−1)φ}. Together with its own e^{iφ} it carries

e^{iLφ} = e^{iθ}.

All bonds but one have lost their phase, and the spectrum depends on θ alone. The equality of the ground energies in the two forms was tested. An implementation may therefore put the whole twist on one bond.

In an open chain the closing bond is missing, and the phase disappears altogether. Then E₀(φ) is constant, D = 0, and equation (9) becomes

⟨−T⟩ = Σ_n b_n.

The sum rule still holds, but all the weight is at finite frequency. Physically, a steady current would pile up charge at the ends. The zero is a property of the boundary and says nothing about the bulk.

### The noninteracting ring

Without H_int, T and W are both diagonal in wavenumber and commute. The ground state, if nondegenerate, is an eigenstate of W, so every W_n0 vanishes. Then B = ⟨−T⟩, and the whole optical weight is Drude weight. For the six-site ring with three electrons of each spin, the occupied energies are −2t, −t and −t, and each is filled twice:

⟨−T⟩ = 2(0.8 + 0.4 + 0.4) = 3.2 eV.

The curvature computed from the ground energies is also 3.2 eV. Absorption at finite frequency in this ring is thus a consequence of the interaction, which mixes wavenumbers so that the current is no longer conserved.

### Choosing the boundary condition

The sign of the closing hop depends on the number of electrons. Order the electrons of one spin by site. A hop from site L − 1 to site 0 takes the last electron to the first place, past N_σ − 1 others, and produces the sign (−1)^{N_σ−1}. If N_↑ and N_↓ are both odd, this sign is +1. For t > 0 every hopping element of H at θ = 0 is then −t, while the interaction is diagonal.

Let ψ be any state of the ring with phase, and |ψ| the state whose components are the absolute values of those of ψ. Replacing ψ by |ψ| and setting θ = 0 leaves the interaction energy unchanged and makes each hopping contribution as negative as its size permits. Hence

E₀(θ) ≥ E₀(0) for N_↑ and N_↓ odd.

The energy has its minimum at θ = 0, and E₀″ cannot be negative there.

The same argument shows that the ground state at θ = 0 is unique for given N_↑ and N_↓, provided each is smaller than L. If a real ψ is a ground state, so is |ψ|. Suppose a component of |ψ| were zero. The eigenvalue equation at that configuration would require the components at all configurations one hop away, which enter with the same sign, to add up to zero. They would all vanish, and so, hop by hop, would the whole state. A ground state thus has no zero components. If ψ had components of both signs, ψ + |ψ| would be a ground state with zeros, which has just been excluded. All real ground states therefore have components of one sign, and two such states cannot be orthogonal.

When N_↑ and N_↓ are both even, the closing hop has the sign −1. A twist θ = π restores the common sign, and the minimum is at θ = π. In a code this means reversing the sign of the hopping on one bond and computing the curvature about that point.

The four-site half-filled ring shows what happens otherwise. At θ = 0, with t = 0.4 eV and U = 3.2 eV, the curvature is −0.623 eV and the absorption weight is 1.567 eV. Their sum is

−0.623 + 1.567 = 0.944 eV,

equal to ⟨−T⟩. The sum rule holds with a negative Drude weight. The energy has a local maximum at θ = 0, so a small flux lowers it. A negative value in a small ring is therefore no proof of an error in the code. It shows that the sign of the curvature in a small half-filled ring is set by the boundary condition. The eight-site ring gives −0.084 eV at θ = 0 and +0.083 eV at θ = π, and both values shrink in size as the ring grows.

### Half filling and one missing electron compared

The parameters are again t = 0.4 eV, U = 3.2 eV, a = 4 Å and 144 Å³ per site. Both rings have three electrons of each spin, so θ = 0 is the proper choice. The step is h = 0.01.

For six sites the energy differences from φ = 0 are 1.15871 × 10⁻⁵ eV at h and 4.63087 × 10⁻⁵ eV at 2h. Equation (11) gives

E₀″ = (16 × 1.15871 − 4.63087) × 10⁻⁵/(6 × 10⁻⁴) = 0.2318 eV.

For seven sites the differences are 8.57057 × 10⁻⁵ eV and 34.27822 × 10⁻⁵ eV, and

E₀″ = (16 × 8.57057 − 34.27822) × 10⁻⁵/(6 × 10⁻⁴) = 1.7142 eV.

The absorption weights Σb_n, computed from matrix elements, are 1.3385 eV and 0.5967 eV. The sums reproduce the kinetic energies:

six sites: 0.2318 + 1.3385 = 1.5703 eV

seven sites: 1.7142 + 0.5967 = 2.3109 eV.

The Drude fractions are 0.15 and 0.74. In the half-filled ring the lowest absorption line is at 2.98 eV. It is also the strongest, with 1.10 eV of the 1.34 eV of absorption weight.

To express the weights as plasma energies, recall that free electrons of density n and mass m have ω_p² = 4πn/m and an integrated σ₁ of πn/(2m). This suggests

ω_K² = 8∫₀^∞ σ₁ dω = 4πa²⟨−T⟩/V

ω_D² = 4D = 4πa²E₀″/V.

With e²/(4πε₀) = 14.40 eV Å restored, the common factor per site is

4π × 14.40 × 16/144 = 20.11 eV.

For six sites the total plasma energy is √(20.11 × 0.2617) = 2.29 eV and the Drude plasma energy is √(20.11 × 0.2318/6) = 0.88 eV. For seven sites they are 2.58 eV and 2.22 eV.

### What a finite ring can and cannot decide

The half-filled six-site ring still has a Drude fraction of 0.15. Half-filled rings with the boundary condition chosen as above give

4 sites: 0.47

6 sites: 0.15

8 sites: 0.04.

The fall with size is what an insulator should show. Three sizes do not establish the law of the decay, and a single size would not have revealed it. Likewise, the value 0.74 for one missing electron belongs to that ring and is not an estimate of the infinite system at a fixed density.

Cutting the seven-site ring open shows where its Drude weight can go. In the closed ring, the weight below 1.6 eV is 1.714 eV, which is the Drude weight itself. To the digits printed, there is no absorption between zero and 1.6 eV. The open chain has ⟨−T⟩ = 1.989 eV, no Drude weight, and 1.293 eV of absorption below 1.6 eV. Its first line with more than 0.1 percent of the weight is at 0.245 eV. The natural reading is that the free acceleration of the ring has become an oscillation of charge between the ends. The correspondence is not one to one, since the low-energy weight and the total weight have both changed.

The order of limits is part of the definition. Equation (10) lets the frequency go to zero at fixed L, and the size is increased afterwards. In the opposite order, lines whose energies fall to zero as L grows would merge with the zero-frequency peak.

The derivation also fails if the ground state is degenerate at the chosen phase. Two levels may then cross there, E₀(φ) may have a cusp, and a finite difference returns a number that grows as the step is reduced. Comparing two step sizes exposes this case. If a crossing occurs at a finite phase inside the difference formula, the lowest energy switches to another level, while equation (10) refers to the level that starts as the ground state. Smaller steps keep the calculation on that level.

A useful check in any implementation is to compute E₀″ from energies, Σb_n from matrix elements and ⟨−T⟩ from the ground state, and to compare the first two added together with the third. A missing factor in W whose modulus differs from one, or a confusion of θ with φ, upsets the balance whenever the term concerned is not zero. A missing −i does not, since only |W_n0|² enters, and neither does a missing t in units where t = 1. Some errors pass unnoticed. Reversing the sign of the phase changes nothing, because E₀(φ) is even. With three electrons of each spin, and with all orbitals of one spin ordered before those of the other, all nearest-neighbour hops have the fermion sign +1, so a lost sign has no effect in the six- and seven-site rings. If the orbitals are instead ordered site by site, hops past an electron of opposite spin carry −1, and a sign lost only in W upsets the balance in these rings too. In the four-site ring, with two electrons of each spin, a sign lost only in W upsets the balance. A sign lost in F itself does not, because H, W and T then change together. It shows in the curvature at θ = 0, which can no longer be negative once all hops have the same sign, whereas the correct value is −0.623 eV. The numerical output below lists these quantities for the six- and seven-site rings with nearest-neighbour hopping and for the four-site ring at θ = 0.

Computed values

```
hopping t = 0.4 eV, repulsion U = 3.2 eV
spacing a = 4.0 angstrom, cross-section = 36.0 angstrom^2
volume per site = 144.0 angstrom^3
e^2/(4 pi eps0) = 14.3996 eV angstrom
hbar^2/m_e = 7.6200 eV angstrom^2
Weights below are for the whole ring or chain, in eV
RING 6 sites, 6 electrons
  E0 at phase 0.00 rad per bond = -0.8192523544 eV
  E0 at phase 0.01 rad per bond = -0.8192407673 eV
  E0 at phase 0.02 rad per bond = -0.8192060457 eV
  Drude weight E0'' = 0.23181 eV
  absorption weight = 1.33845 eV
  Drude + absorption = 1.57026 eV
  minus kinetic energy <-T> = 1.57026 eV
  Drude fraction = 0.14763
  <-T> per site = 0.26171 eV
  total plasma energy = 2.2939 eV
  Drude plasma energy = 0.8814 eV
  effective electrons per site = 0.5495
RING 7 sites, 6 electrons
  E0 at phase 0.00 rad per bond = -1.6058244895 eV
  E0 at phase 0.01 rad per bond = -1.6057387838 eV
  E0 at phase 0.02 rad per bond = -1.6054817073 eV
  Drude weight E0'' = 1.71418 eV
  absorption weight = 0.59669 eV
  Drude + absorption = 2.31087 eV
  minus kinetic energy <-T> = 2.31087 eV
  Drude fraction = 0.74179
  <-T> per site = 0.33012 eV
  total plasma energy = 2.5763 eV
  Drude plasma energy = 2.2189 eV
  effective electrons per site = 0.6932
6-site ring: lowest absorption at 2.9796 eV
6-site ring: strongest line at 2.9796 eV, weight 1.1006 eV
6-site ring, U = 0: <-T> = 3.20000 eV, E0'' = 3.20000 eV
Pulse, phase 0.001 rad: initial response = 1.57026 eV
Pulse: long-time average response = 0.23181 eV
Pulse: largest deviation from formula = 3.8e-05 eV
7-site ring: weight below U/2, Drude included = 1.71418 eV
7-site open chain: <-T> = 1.98879 eV
7-site open chain: absorption weight = 1.98879 eV
7-site open chain: weight below U/2 = 1.29327 eV
7-site open chain: first line above 0.1% of weight at 0.2448 eV
Second-neighbour hopping t2 = 0.12 eV, 6-site ring:
  Drude + absorption = 1.59768 eV
  <-T1> = 1.56779 eV, <-T2> = 0.00747 eV
  <-T1> + 4<-T2> = 1.59768 eV
Half filling, closed shell, 4 sites: Drude fraction = 0.47190
Half filling, closed shell, 6 sites: Drude fraction = 0.14763
Half filling, closed shell, 8 sites: Drude fraction = 0.04099
4-site periodic ring: E0'' = -0.62320 eV, absorption = 1.56726 eV
4-site periodic ring: <-T> = 0.94407 eV
```
